Why the Channel Charge Does Not Vanish at Pinch-Off

A model transistor with a gate overdrive of 1 V and a drain voltage of 2 V carries 106 µA per micrometre of width. Apply the strong-inversion charge formula in which the gate alone sets the charge at its drain, and the electron density comes out as −4.31 × 10¹² cm⁻². A negative number of electrons cannot carry a current. When the change of the field along the channel is included in the charge balance, the density at the same place is +0.69 × 10¹² cm⁻², about one sixth of the density at the source. Why is it neither negative nor zero?

**The belief and its appeal**

The belief is that in saturation the inversion layer is pinched off: its mobile charge falls to zero at the drain end, and the current somehow crosses a stretch without carriers. It rests on a real calculation, which deserves to be set out fairly.

Take an n-channel transistor of length L and width W, with x running from source to drain. Let V(x) be the channel potential relative to the source, V_ov the gate voltage in excess of threshold, and C_ox the oxide capacitance per area. The threshold is taken as constant along the channel. Q denotes the magnitude of the mobile charge per area, so Q is positive when electrons are present. If the field along the channel changes slowly, the gate alone fixes the charge:

Q = C_ox (V_ov − V)

This is the gradual-channel approximation. Electrons drift towards the drain with speed v. With I counted positive from drain to source, and J = I/W,

J = Q v

Let the mobility μ be constant, so that v = μE with E = dV/dx. Then J dx = μC_ox (V_ov − V) dV. Integrating from the source, where V = 0, to the point x gives

J x = μC_ox (V_ov V − V²/2)

At x = L the right side is largest when V_D = V_ov, since its derivative with respect to V_D is proportional to V_ov − V_D. The current there is the square law,

J_sq = μC_ox V_ov² / (2L)

and the charge formula gives Q = 0 at the drain. One calculation thus supplies a saturation voltage, a useful current formula and a picture of a vanishing channel. It is tempting to accept all three together.

**What the zero costs**

Write Q_s = C_ox V_ov for the charge at the source. Completing the square gives V_ov V − V²/2 = [V_ov² − (V_ov − V)²]/2. Dividing the integrated equation at x by the one at L then yields

x/L = 1 − (Q/Q_s)²

Q = Q_s √(1 − x/L)

Since V = V_ov − Q/C_ox, differentiation gives the field:

E = V_ov / [2L √(1 − x/L)]

The square root in Q cancels the one in E, so the product QμE is the same at every x, as continuity demands. But as Q goes to zero, the velocity μE goes to infinity. The vanishing charge and the infinite velocity are one statement.

The example has L = 1 µm, μ = 400 cm²/(V s), and an oxide 5 nm thick with relative permittivity 3.9. These are round model parameters. The velocity is limited to v_sat = 10⁷ cm/s. Define the critical field and a dimensionless overdrive:

E_c = v_sat/μ

u = V_ov/(E_c L)

Here E_c = 2.5 V/µm and u = 1/2.5 = 0.4. The constant-mobility profile reaches v_sat where E = E_c, that is, where √(1 − x/L) = u/2. This point exists in the channel if u < 2, and its distance from the drain is

L − x = L u²/4

For the example this is 1 µm × 0.16/4 = 40 nm. The charge there is still u/2 = 0.20 of its source value. One nanometre from the drain the same profile asks for 6.3 × 10⁷ cm/s, more than six times the limit. The part of the solution that contains the zero is the part that violates the velocity limit.

**The bound that continuity imposes**

The refutation needs neither the mobility law nor the gate-charge formula. In steady state, with no leakage and no generation or recombination in the channel, the same current crosses every section. Let v be the mean velocity of the mobile electrons at that section, defined by J = Qv. If v cannot exceed v_sat, then

Q = J/v ≥ J/v_sat

This holds at the source, at the drain and between them. A zero of Q at finite velocity would make J zero there, and hence everywhere.

Diffusion does not offer an escape, because v is the velocity of the total particle flow. Consider pure diffusion with constant coefficient D towards an end at x = L where Q is set to zero. From J = −D dQ/dx,

Q = J (L − x)/D

v = J/Q = D/(L − x)

The mean velocity again diverges at the zero. A perfectly absorbing end is an idealization of the same kind as classical pinch-off.

Two conditions belong to the bound. First, J must be nonzero: without current, continuity asks for no minimum charge, and for a very small current the minimum is very small. Secondly, v_sat must really be the largest mean velocity. If carriers overshoot to twice that value in a short high-field region, the bound is halved; it does not disappear.

**How much charge remains: a smooth velocity law**

To turn the bound into a value one needs a velocity law. A simple choice is

v = μE / (1 + E/E_c)

which is μE at low field and tends to v_sat at high field. Insert it in J = Qv and multiply by the denominator:

J (1 + E/E_c) = μQE

Integrate over the channel. On the left, the integral of E dx is V_D. On the right, E dx becomes dV and Q is the gate-controlled charge. Hence

J (L + V_D/E_c) = μC_ox (V_ov V_D − V_D²/2)

Call the last bracket N and the bracket on the left D_L. Then J = μC_ox N/D_L, and its derivative vanishes when N′D_L = N D_L′. With N′ = V_ov − V_D and D_L′ = 1/E_c, this condition reads

(V_ov − V_D) D_L = N/E_c

so N/D_L = E_c (V_ov − V_D). Putting this back into the current, and using μE_c = v_sat,

J = v_sat C_ox (V_ov − V_D) = v_sat Q_D

The maximum current therefore occurs when the drain charge is J/v_sat. To find the voltage, multiply the condition by E_c and write out both sides:

(V_ov − V_D)(E_c L + V_D) = V_ov V_D − V_D²/2

The term V_ov V_D cancels, which leaves

V_D²/2 + E_c L V_D − E_c L V_ov = 0

The positive root is

V_Dsat = E_c L [√(1 + 2u) − 1]

and the ratio of drain to source charge, r = Q_D/Q_s = 1 − V_Dsat/V_ov, is

r = [1 + u − √(1 + 2u)] / u

For u = 0.4 the root is √1.8 = 1.3416. Thus V_Dsat = 2.5 V × 0.3416 = 0.854 V and r = 0.146. The source density is 4.31 × 10¹² cm⁻², so the drain density is

0.146 × 4.31 × 10¹² cm⁻² = 0.63 × 10¹² cm⁻²

and the current is 101 µA/µm.

What happens above V_Dsat? Solving the local equation for the field gives

E = E_c J / (v_sat Q − J)

A positive, finite field requires Q > J/v_sat. Above V_Dsat the current formula has a negative slope, and the derivative above shows that this means v_sat Q_D < J. The field at the drain would then be negative, so this branch is not a solution for electrons drifting to the drain. The compact model instead holds the current at its maximum.

One defect remains at V_Dsat itself. The charge is finite there, but the field diverges, because this velocity law reaches v_sat only in the limit of infinite field. The divergence belongs to the gradual-channel approximation combined with this law, and it is removed below.

**A second law, without the infinite field**

Now let v = μE up to E_c and v = v_sat above it. Before the cap is reached, the constant-mobility integral applies. In terms of the end charges it reads

J L = μ (Q_s² − Q_D²) / (2C_ox)

The field is largest at the drain, where the charge is smallest. Saturation begins when that field reaches E_c, so J = μE_c Q_D. Substitution gives

Q_s² − Q_D² = 2C_ox E_c L Q_D

Dividing by Q_s² and using Q_s = C_ox V_ov turns this into 1 − r² = 2r/u, or r² + 2r/u − 1 = 0. The positive root is

r = [√(1 + u²) − 1] / u

For u = 0.4 this is 0.193. The drain density is 0.83 × 10¹² cm⁻² and the field there is finite. The amount of charge depends on the velocity law; its being nonzero requires only a nonzero current and a bounded velocity.

**Long and short channels**

For small u, the expansions √(1 + 2u) = 1 + u − u²/2 + u³/2 − … and √(1 + u²) = 1 + u²/2 − u⁴/8 + … give

smooth law: r = u/2 − u²/2 + …

hard law: r = u/2 − u³/8 + …

Both begin with u/2, the value at which the classical profile first reaches v_sat. At fixed overdrive u is proportional to 1/L, so a long channel has a relatively small drain charge. With L = 10 µm and the other parameters unchanged, u/2 is 0.020, and the two laws give 0.019 and 0.020. At this length Q_D/C_ox is only about 20 mV, less than kT/q = 26 mV at room temperature, so diffusion is as strong as drift at the drain end and the strong-inversion formula is no longer accurate there. The ratio nevertheless stays near u/2 if v_sat caps the total velocity, because it equals J/(v_sat Q_s) and diffusion changes J/Q_s by only a few per cent. Here "nearly zero compared with the source" is a fair description. "Zero" is still wrong.

This also shows why the square law can work although its end condition is false. Since V_ov V_D − V_D²/2 = V_ov² (1 − r²)/2, the hard law gives

J/J_sq = 1 − r²

The drain charge enters squared. In the example J_sq = 138 µA/µm, while the hard law gives 133 µA/µm, lower by 3.7% of the square-law value. For the smooth law the same substitution gives

J/J_sq = (1 − r²) / [1 + V_Dsat/(E_c L)]

The numerator is 0.979 and the denominator 1.342, so the ratio is 0.73. Most of this larger reduction comes from the denominator, which records that the smooth law lowers the velocity below μE throughout the channel. The success of a current formula is thus a weak test of the charge assumed at its end point.

In the opposite limit, large u, both ratios tend to 1: the smooth law as 1 − √(2/u), the hard law as 1 − 1/u. The charge becomes nearly uniform and J approaches v_sat Q_s. For L = 0.1 µm, u = 4 and the ratios are 0.50 and 0.78. These are results of the gradual-channel model, whose neglect of the change in the longitudinal field is less secure in so short a device.

**Where the negative charge came from**

Let the drain voltage now exceed V_ov. The gate-only formula is negative wherever V > V_ov. What has failed is its neglect of the changing field along the channel, and Gauss's law supplies the missing term.

Take a slice of channel of length dx and depth d, per unit width, with semiconductor permittivity ε_s. Assume that the longitudinal field is uniform over the depth. Its component along x is −dV/dx, so the net outward flux through the two end faces is −ε_s d V″ dx. The outward flux to the gate, after the part that balances the fixed depletion charge has been absorbed in the threshold, is −C_ox (V_ov − V) dx. The mobile charge inside is −Q dx. Equating flux and charge, and changing all signs,

Q = C_ox (V_ov − V + λ²V″)

λ² = ε_s d/C_ox

The length λ measures how far the drain's field penetrates. In the gradual part of the channel λ²V″ is small. Near the drain it must be large and positive, since V_ov − V is negative while continuity keeps Q positive. The field then rises steeply towards the drain.

With λ = 20 nm, V_D = 2 V, the smooth velocity law and the source charge fixed at Q_s, numerical integration gives J = 106.4 µA/µm. The potential passes V_ov at 35 nm from the drain. At this point, where the gate-only formula reads zero, the density is 0.81 × 10¹² cm⁻². From there it falls to 0.69 × 10¹² cm⁻² at the drain. In 10¹² cm⁻², the bound for this current is

J/(q v_sat) = 0.664

The drain field is 58.9 V/µm, so the smooth law multiplies the bound by 1 + E_c/E = 1 + 2.5/58.9 = 1.042, which gives 0.692, the computed density.

The charge balance over the last 35 nm shows what sustains these electrons. Per micrometre of width, the gate term contributes −559 electrons and the longitudinal term +820. Their sum is +261, equal to the integral of J/v over the same stretch. The equation being solved requires this equality, so it checks the accuracy of the integration. The region is thinly populated compared with the source, but it is not empty.

The current can be checked by hand. Integrating J(1 + E/E_c) = μQE with the extended charge adds the integral of V″ dV, which is half the change in E²:

J (L + V_D/E_c) = μC_ox [V_ov V_D − V_D²/2 + λ²(E_D² − E_0²)/2]

Here E_D and E_0 are the fields at drain and source. For V_D = 2V_ov the first two terms cancel. E_0² is negligible beside E_D², and λE_D = 0.020 µm × 58.9 V/µm = 1.178 V, so the bracket is 0.694 V². Since μC_ox = 2L J_sq/V_ov², and L + V_D/E_c = 1.8 µm,

J = 2 × 138.1 × 0.694/1.8 µA/µm = 106.5 µA/µm

This agrees with the integrated current to the rounding of the inputs. At this drain voltage the gate-only integral would have given no current at all.

**Removing the velocity limit**

If the velocity limit is what keeps the charge finite, removing it should let the charge collapse. The same equation was therefore solved with v = μE at all fields. The table gives the drain density in 10¹² cm⁻².

λ = 20 nm: smooth law 0.692, no limit 0.045
λ = 5 nm: smooth law 0.646, no limit 0.011

Without the limit the density falls by a factor of about four when λ is divided by four. The reason can be derived. Near the drain Q is then small, so λ²V″ ≈ V − V_ov. Multiplying by V′ and integrating gives, for small λ, E_D ≈ (V_D − V_ov)/λ. The density J/(qμE_D) is therefore proportional to λ, apart from the small change in J. The classical zero is recovered in the limit λ → 0, at the price of an unlimited velocity.

With the limit, the density changes little. It exceeds the compact value of 0.629 by 10% at λ = 20 nm and by 2.7% at 5 nm, relative to that value. The trend is towards the nonzero compact result. The hard law behaves likewise, approaching its own value of 0.830 from above.

These figures describe a model without diffusion, carrier heating, velocity overshoot or impact ionization, and the drain fields are very high: 50 to 60 V/µm at λ = 20 nm and above 200 V/µm at λ = 5 nm, where λ² = ε_s d/C_ox implies a depth of under 2 nm. They exceed the roughly 30 V/µm at which wide depletion layers in lightly doped silicon break down. With the smooth law they do so only over the last 10 to 15 nm, but in real silicon impact ionization and overshoot would not be negligible there. They illustrate the charge balance and are not predictions for a particular device. The inequality Q ≥ J/v_sat needs less: a steady current, the same through every section, and a largest mean velocity. "Pinch-off" may still name the place where the gate-only formula reaches zero. In the example, that place holds 19% of the source density. The computed values are collected in the numerical output below.

Calculated quantities

```
INPUTS
channel length L = 1.0 um; oxide 5.0 nm, eps_r 3.9
overdrive = 1.0 V; mobility = 400 cm^2/(V s)
saturation velocity = 1.0e+07 cm/s
oxide capacitance = 0.6906 uF/cm^2
critical field EC = 2.50 V/um; EC*L = 2.50 V; u = 0.400
source density = 4.311 e12 cm^-2
CONSTANT-MOBILITY MODEL
square-law current = 138.1 uA/um
velocity limit broken 40.0 nm before the drain
charge ratio there = 0.200
its velocity 1 nm before the drain = 6.32e+07 cm/s
BOUNDED VELOCITY, ONSET OF SATURATION
smooth: VDsat = 0.8541 V; current = 100.8 uA/um
smooth: Qd/Qs = 0.1459; drain density = 0.629 e12 cm^-2
hard: VDsat = 0.8074 V; current = 133.0 uA/um
hard: Qd/Qs = 0.1926; drain density = 0.830 e12 cm^-2
smooth-law current at VD = 0.5 V: formula 86.328, numeric 86.328 uA/um
LENGTH TABLE: L (um), u, Qd/Qs smooth, Qd/Qs hard, u/2
  0.1   4.000   0.5000   0.7808   2.0000
  1.0   0.400   0.1459   0.1926   0.2000
 10.0   0.040   0.0192   0.0200   0.0200
QUASI-2D, smooth law, VD = 2.0 V, lambda = 20 nm
current = 106.4 uA/um; drain field = 58.9 V/um
V = overdrive is reached 35.4 nm before the drain
density there = 0.811 e12 cm^-2
density at drain = 0.692 e12 cm^-2
bound J/(q vsat) = 0.664 e12 cm^-2
gate-only formula at drain = -4.311 e12 cm^-2
Charge per width from that point to the drain (electrons per um):
carriers 260.9; gate part -559.3; longitudinal part 820.2
DRAIN DENSITY (e12 cm^-2) AS LAMBDA SHRINKS
smooth law, lambda 20 nm: 0.6922
smooth law, lambda 10 nm: 0.6616
smooth law, lambda  5 nm: 0.6459
hard law,   lambda 20 nm: 0.8967
hard law,   lambda  5 nm: 0.8510
no cap,     lambda 20 nm: 0.0446
no cap,     lambda  5 nm: 0.0109
```
